# Hartree Energies of One Filled Subband at a Hard Wall

**Q.** Electrons are held against an insulating wall by a gate. If I double their density, the field that confines them changes, the wave function changes, and the field changes again. Can anything be said about the subband energy without solving the coupled equations each time?

**A.** Yes, within a definite model. Let the wall be at $z=0$, with electrons at $z>0$ and $\psi(0)=0$. All electrons, $n_s$ per unit area, occupy the lowest subband, with $\psi$ real and $\int_0^\infty\psi^2dz=1$. The mass $m_z$ along $z$ and the permittivity $\kappa$ are uniform. The temperature is zero, and each electron feels only the mean electrostatic potential: this is the Hartree approximation. No fixed charge lies in the semiconductor, so the depletion charge is zero.

I use atomic units, $\hbar=e=m_e=4\pi\varepsilon_0=1$, and write $p=\psi^2$. The charge density is $-n_sp$, so the electrostatic potential obeys $\phi''=+4\pi n_sp/\kappa$. An electron has potential energy $V=-\phi$, hence

$$-\frac{\psi''}{2m_z}+V\psi=E_0\psi,\qquad V''=-\frac{4\pi n_s}{\kappa}\,p .$$

The gate charge balances the electrons, so no field remains beyond them: $V'(\infty)=0$. I choose $V(0)=0$.

**Q.** How does the potential depend on the wave function?

**A.** Let $Q(z)=\int_z^\infty p(z')\,dz'$ be the fraction of electrons beyond $z$, and let $F=4\pi n_s/\kappa$. Integrating Poisson's equation inward from infinity gives

$$V'(z)=-\int_z^\infty V''dz'=FQ(z).$$

The force towards the wall is $F$ at the wall itself and falls to zero as the electrons screen the gate. A second integration gives

$$V(z)=F\int_0^z ds\int_s^\infty p(z')\,dz'=F\int_0^\infty\min(z,z')\,p(z')\,dz'.$$

In the last step the order of integration was exchanged: for given $z'$, the variable $s$ runs from 0 to the smaller of $z$ and $z'$. Far away the potential levels off at $V_\infty=F\langle z\rangle$.

**Q.** Then where does the density dependence come from?

**A.** From a change of length. Put

$$z=Lx,\quad \psi=L^{-1/2}u(x),\quad V=\frac{v(x)}{m_zL^2},\quad E_0=\frac{\varepsilon_0}{m_zL^2}.$$

Every term of the Schrödinger equation acquires the same factor, leaving $-u''/2+vu=\varepsilon_0u$. Poisson's equation becomes

$$\frac{v''}{m_zL^4}=-\frac{4\pi n_s}{\kappa}\frac{u^2}{L}
\quad\Longrightarrow\quad v''=-\frac{4\pi m_zn_sL^3}{\kappa}\,u^2 .$$

Choose $L^3=\kappa/(4\pi m_zn_s)$. Then $v''=-u^2$, with $v(0)=0$ and $v'(\infty)=0$, and no parameter remains. Returning to the original units,

$$E_0=\varepsilon_0\left(\frac{4\pi n_s}{\kappa}\right)^{2/3}m_z^{-1/3}.$$

At fixed $m_z$ and $\kappa$, the eigenvalue, $V_\infty$, and the mean kinetic and potential energies of the $z$ motion all scale as $n_s^{2/3}$. Lengths scale as $n_s^{-1/3}$. Doubling the density doubles $F$ but shrinks the layer, so the energy rises by $2^{2/3}\approx1.59$.

**Q.** You assume that $\varepsilon_0$ is one number. A nonlinear problem might have several nodeless solutions, and the system could switch between them as the density changes.

**A.** It has at most one. Define the scaled energy of any normalised $w$ with $w(0)=0$ by

$$e[w]=\tfrac12\int w'^2dx+\tfrac12\int Q_w^2dx,\qquad Q_w(x)=\int_x^\infty w^2dx'.$$

Let $u$ be a nodeless self-consistent solution, with potential $v$ and $Q_u=v'$. Since $Q_w'=-w^2$, integration by parts gives

$$\int v\,w^2dx=-\big[vQ_w\big]_0^\infty+\int v'Q_w\,dx=\int Q_uQ_w\,dx .$$

The boundary term vanishes because $v(0)=0$ and $Q_w(\infty)=0$. Now use $Q_w^2=-Q_u^2+2Q_uQ_w+(Q_w-Q_u)^2$:

$$e[w]=\left\{\tfrac12\int w'^2dx+\int vw^2dx\right\}-\tfrac12\int Q_u^2dx+\tfrac12\int(Q_w-Q_u)^2dx .$$

The brace is the energy of $w$ in the fixed potential $v$. It is at least $\varepsilon_0$, because a nodeless bound state is the ground state of its potential. For $w=u$ the brace equals $\varepsilon_0$ and the last term is zero. Therefore

$$e[w]\ge e[u]+\tfrac12\int(Q_w-Q_u)^2dx .$$

If $w$ were a second nodeless solution, the same inequality would hold with the roles exchanged. Both can hold only if $Q_w=Q_u$, and so $w^2=u^2$. This proves uniqueness. Existence is supported here by the numerical solution, which gives $\varepsilon_0=1.5837$ and $v_\infty=1.7893$.

**Q.** How much of that eigenvalue is kinetic? I would expect to need the wave function.

**A.** Two integral identities suffice. Let $T=\int\psi'^2dz/(2m_z)$ be the kinetic energy of the $z$ motion. Multiply the Schrödinger equation by $z\psi'$ and integrate. The first term gives

$$-\frac1{2m_z}\int z\psi'\psi''dz=-\frac1{4m_z}\big[z\psi'^2\big]_0^\infty+\frac1{4m_z}\int\psi'^2dz=\frac T2 .$$

The remaining terms give

$$\tfrac12\int z(V-E_0)(\psi^2)'dz=-\tfrac12\big(\langle V\rangle-E_0\big)-\tfrac12\langle zV'\rangle=\frac T2-\tfrac12\langle zV'\rangle ,$$

where $E_0=T+\langle V\rangle$ was used. The sum is zero, so

$$2T=\langle zV'\rangle .$$

**Q.** That is the virial theorem, but a hard wall exerts a force. Why is it missing?

**A.** It is multiplied by its position, and the wall is at $z=0$. In the algebra this is the boundary term $z\psi'^2$, which vanishes there although $\psi'(0)$ does not. With the origin elsewhere, a wall term would have to be kept.

The force itself follows from multiplying by $\psi'$ instead:

$$\frac{\psi'(0)^2}{4m_z}-\tfrac12\langle V'\rangle=0
\quad\Longrightarrow\quad
\frac{\psi'(0)^2}{2m_z}=F\int pQ\,dz=-F\int QQ'dz=\frac F2 .$$

The wall pushes back on each electron with half the surface field, because the average electron sees half the charge beyond it.

**Q.** You still need $\langle zV'\rangle$.

**A.** Insert $V'=FQ$:

$$\langle zV'\rangle=F\int_0^\infty dz\,z\,p(z)\int_z^\infty dz'\,p(z').$$

This integral covers pairs with $z'>z$, and the factor $z$ is the smaller coordinate. The mean potential energy,

$$\langle V\rangle=F\int_0^\infty\!\!\int_0^\infty\min(z,z')\,p(z)\,p(z')\,dz\,dz',$$

covers both orderings, which contribute equally. Hence $\langle zV'\rangle=\langle V\rangle/2$. With the virial theorem,

$$T=\frac{\langle V\rangle}4,\qquad E_0=T+\langle V\rangle=5T .$$

The confinement kinetic energy is exactly one fifth of the eigenvalue in this model, whatever the density, mass or permittivity.

**Q.** An eigenvalue depends on where I put the zero of energy. A kinetic energy does not. How can their ratio be a law?

**A.** The law requires $V(0)=0$: the eigenvalue is measured from the band edge at the wall. Measured from the plateau, the eigenvalue is negative and the ratio is different.

A form that avoids this ambiguity uses the total energy. The electrostatic field energy in the semiconductor, per unit area, is

$$\frac{\kappa}{8\pi}\int(FQ)^2dz=\frac{n_sF}{2}\int Q^2dz=\frac{n_s\langle V\rangle}{2}.$$

The first equality uses $\kappa F/4\pi=n_s$, and the second is the earlier integration by parts with $w=u$. The energy per electron, without in-plane motion, is therefore

$$e_{\rm tot}=T+\tfrac12\langle V\rangle=\left(\tfrac15+\tfrac25\right)E_0=\tfrac35E_0 .$$

The kinetic energy is thus one third of this total, a ratio that does not depend on the zero of potential.

Now stretch the layer by a factor $\lambda$. The kinetic energy becomes $T/\lambda^2$ and the field energy $\lambda\langle V\rangle/2$. At the minimum the derivative at $\lambda=1$ vanishes, so $-2T+\langle V\rangle/2=0$, which is the same law. Physically, the layer widens until the kinetic energy saved by further spreading equals the extra field energy.

**Q.** If the total is $3E_0/5$ per electron, why does adding an electron cost $E_0$?

**A.** Because the field energy per area grows as the square of the density. At a fixed wave function the energy per area is $n_sT+n_s\langle V\rangle/2$ with $\langle V\rangle\propto n_s$, and its derivative is $T+\langle V\rangle=E_0$. The change of the wave function adds nothing to first order, because the energy is at its minimum. The scaling law gives the same result: since $n_se_{\rm tot}\propto n_s^{5/3}$,

$$\frac{d(n_se_{\rm tot})}{dn_s}=\frac53\,e_{\rm tot}=E_0 .$$

This is the cost at the subband bottom, measured from the band edge at the wall. In-plane kinetic energy must be added separately.

**Q.** Would finding a kinetic fraction of one fifth show that an approximate wave function is good?

**A.** No. Take $u^2=\tfrac12b^3x^2e^{-bx}$. Its kinetic energy is $b^2/8$. With $s=bx$, $Q=e^{-s}(1+s+s^2/2)$, and

$$\int Q^2dx=\frac1b\int_0^\infty e^{-2s}\left(1+2s+2s^2+s^3+\frac{s^4}{4}\right)ds=\frac{33}{16\,b}.$$

The energy $b^2/8+33/(32b)$ is lowest at $b^3=33/8$, where it is $3b^2/8=0.9645$. This is an upper bound on the self-consistent value, 0.9502, and lies 1.5% above it. The trial function obeys the one-fifth law because its width was optimised. Yet its wall force, $u'(0)^2/2=b^3/4=1.03$ in units of $F$, is about twice the correct 0.5. The kinetic fraction tests the width, while the wall force tests the shape near the wall.

**Q.** Does the occupied level stay alone? The Fermi energy has its own density dependence.

**A.** Only up to a certain density, and this limits the model. Let $m_\parallel$ be the in-plane mass and $g_v$ the number of equivalent valleys. Counting two spins, $n_s=2g_v\,\pi k_F^2/(2\pi)^2$, so the Fermi level lies above $E_0$ by

$$E_F=\frac{k_F^2}{2m_\parallel}=\frac{\pi n_s}{g_vm_\parallel}.$$

This grows as $n_s$, faster than the confinement energies.

The next available state also needs care. At the plateau energy, the solution starting from zero at the wall has as many nodes as there are bound levels below the plateau. For mass $m_z$ the numerical count is one, so there is no second bound subband in that ladder, and the next states form the continuum above $V_\infty$. With $\delta=v_\infty-\varepsilon_0=0.2056$, single occupation requires

$$\frac{\pi n_s}{g_vm_\parallel}<\delta\left(\frac{4\pi n_s}{\kappa}\right)^{2/3}m_z^{-1/3}.$$

Dividing by $n_s^{2/3}$ and cubing gives the ceiling

$$n_{s,\max}=\left(\frac{g_vm_\parallel\delta}{\pi}\right)^3\left(\frac{4\pi}{\kappa}\right)^2\frac1{m_z}.$$

Above it, the scaling solution still exists mathematically, but electrons can lower their energy by leaving the subband.

**Q.** Put in numbers for a device I might recognise.

**A.** Consider a (100) silicon interface under a gate oxide, with rough typical parameters: $m_z=0.92$, $m_\parallel=0.19$, $g_v=2$, $\kappa=11.7$. Take $n_s=4\times10^{11}$ cm$^{-2}$ at 1 K. The natural length is $L=2.375$ nm and the natural energy $1/(m_zL^2)$ is 0.01469 eV. Then

$$E_0=1.5837\times0.01469=0.0233\ \text{eV},\qquad T=\frac{E_0}{5}=0.00465\ \text{eV}.$$

The mean potential energy is 0.0186 eV. Since $v_\infty=\langle z\rangle/L$, the mean distance is $1.7893\times2.375=4.25$ nm, or 42.5 Å. The surface field is the natural energy divided by $L$, which gives 0.062 MV/cm.

With masses and permittivity held fixed, raising the density from $1\times10^{11}$ to $8\times10^{11}$ cm$^{-2}$ should raise $E_0$ by $8^{2/3}=4$. The separately solved values are 0.00923 and 0.03693 eV, with a kinetic fraction of 0.2000 at both ends.

**Q.** Is the single subband safe at your chosen density?

**A.** Barely, if there is no depletion charge at all. The plateau is at 0.02628 eV, which is 0.00302 eV above $E_0$, and the Fermi energy takes up 0.00252 eV of that. The margin is 0.00050 eV. The ceiling is $6.9\times10^{11}$ cm$^{-2}$, so the last density in the comparison above tests the equations but is not a valid one-subband ground state of this zero-depletion model.

At 1 K, $k_BT=0.000086$ eV, and the Boltzmann factor at the plateau is $3\times10^{-3}$. That is small for one state, but the continuum extends deep into the substrate, so this factor alone does not bound the number of escaped electrons.

Silicon also has valleys with the light mass, 0.19, along $z$. In this potential they have no bound level, so their states too begin at the plateau.

**Q.** Real silicon contains acceptors. What does depletion charge do to the one fifth?

**A.** It raises it. If the depletion region is much wider than the electron layer, its potential there is linear, $V_d=F_dz$, and $\langle zV_d'\rangle=\langle V_d\rangle$. Writing $V_s$ for the potential of the subband electrons,

$$2T=\tfrac12\langle V_s\rangle+\langle V_d\rangle,\qquad
\frac{T}{E_0}=\frac{\frac14\langle V_s\rangle+\frac12\langle V_d\rangle}{\frac54\langle V_s\rangle+\frac32\langle V_d\rangle}.$$

The fraction is 1/5 without depletion charge and 1/3 when that charge dominates, as for a triangular well. With equal depletion and electron densities, at the example's $n_s$, it is 0.282. The $n_s^{2/3}$ law also fails if the depletion charge is held fixed, because the ratio of the two fields then changes with $n_s$.

**Q.** And how far is the example from an actual transistor?

**A.** The assumed acceptor density, $10^{12}$ cm$^{-3}$, describes high-resistivity silicon and is far below ordinary transistor doping. For band bending close to the 1.1 eV gap it gives a depletion density of $3.8\times10^9$ cm$^{-2}$ and, with the electron distribution held fixed, raises $E_0$ by about 0.00025 eV, or 1%. Letting the layer readjust reduces the shift to about 0.00017 eV; the following estimates would change too. The effect on the filling margin is larger, because the weak depletion field turns the plateau into a slope. The next level then lies about 0.0041 eV above $E_0$, the margin grows from 0.0005 to about 0.0015 eV, and the Hartree ceiling rises above $10^{12}$ cm$^{-2}$. Depletion density grows as the square root of doping, so $10^{15}$ cm$^{-3}$ would give about $1.2\times10^{11}$ cm$^{-2}$, and the zero-depletion model would no longer be adequate. The larger errors are electronic. Exchange, estimated for the same fixed distribution with the finite layer thickness and silicon's permittivity, lowers the subband bottom by about 0.012 eV, half of $E_0$; including the thick oxide's image in the electron-electron interaction makes this about 0.017 eV. The oxide image potential raises it by about 0.005 eV if the oxide is treated as infinitely thick; a metal gate behind 10 nm of oxide reduces this to roughly 0.003 eV. Both exceed the filling margin, with or without the residual acceptors, so the Hartree ceiling should not be used as a design limit for this device. Correlation and valley splitting are not computed; the density parameter, $r_s=2.7$ with silicon's permittivity or 4.1 with the mean of silicon's and the oxide's, gives no reason to neglect correlation.

**Q.** Does the image potential spoil the fraction as well as the energy?

**A.** Yes. Take the thick-oxide limit, in which the gate's own image is neglected. The potential is then repulsive, because the oxide has the lower permittivity, and it varies as $1/z$, so $zV_{\rm im}'=-V_{\rm im}$. The virial theorem becomes $2T=\tfrac12\langle V_s\rangle-\langle V_{\rm im}\rangle$, and

$$\frac{T}{E_0}=\frac{\frac14\langle V_s\rangle-\frac12\langle V_{\rm im}\rangle}{\frac54\langle V_s\rangle+\frac12\langle V_{\rm im}\rangle}<\frac15 .$$

Inserting the averages of the uncorrected state, 0.0186 and 0.0051 eV, gives about 0.08. Such a large change means that first-order averages are not reliable; solving the coupled equations again with this image potential included gives about 0.11. In that solution the plateau lies only about 0.0011 eV above $E_0$, less than the Fermi energy of 0.0025 eV, so with the image potential alone and no depletion charge the example's density is no longer a valid one-subband state. The scaling fails too, since $1/z$ introduces an energy proportional to $n_s^{1/3}$ when lengths follow the original law.

**Q.** Is the hard wall itself a serious approximation?

**A.** Much less so here. For a 3.1 eV barrier and an oxide mass of 0.5, penetration, with the potential held fixed, lowers $E_0$ by about 0.00026 eV, again near 1%. When the charge moves with the wave function the shift doubles to about 0.0005 eV, or 2%. For a 10 nm oxide the tunnelling exponent is about 127, so direct leakage is negligible in this estimate. The oxide field is 0.19 MV/cm, well below a rough breakdown field of 10 MV/cm; the silicon field is also below its rough value of 0.3 MV/cm. For this example, the weak points are the Hartree approximation, the missing image potential and the filling margin, which is small and sensitive to residual charge. The numerical output lists many of the values behind these estimates.

## Computed values

```
INPUTS (rough typical values, silicon MOS)
masses mz, m_par: 0.92, 0.19 electron masses; valleys: 2
permittivity silicon, oxide: 11.7, 3.9
oxide barrier: 3.1 eV; oxide mass: 0.5; thickness: 10.0 nm
gap: 1.1 eV; residual acceptors: 1.0e+12 cm^-3
sheet density ns: 4.00e+11 cm^-2
temperature: 1.0 K
DENSITY SCAN: ns (cm^-2), E0 (eV), T (eV), T/E0, mean z (nm)
  1.0e+11  0.00923  0.00185  0.20000  6.744
  2.0e+11  0.01466  0.00293  0.20000  5.353
  4.0e+11  0.02326  0.00465  0.20000  4.249
  8.0e+11  0.03693  0.00739  0.20000  3.372
exponents of E0 between neighbours: [0.6667 0.6667 0.6667]
exponents of mean z between neighbours: [-0.3333 -0.3333 -0.3333]
PURE NUMBERS
eigenvalue eps0: 1.5837
plateau v_inf: 1.7893
binding delta = v_inf - eps0: 0.2056
total energy per electron: 0.9502
trial-function total energy: 0.9645
total energy / E0: 0.6000
d(ns * total)/d(ns) / E0: 1.0000
wall force / F: 0.5000
WORKED EXAMPLE
natural length L: 2.375 nm
natural energy: 0.01469 eV
field at wall, silicon side: 0.0619 MV/cm
E0: 0.02326 eV
kinetic energy T: 0.00465 eV
mean potential energy: 0.01861 eV
plateau V_inf: 0.02628 eV
mean distance: 4.249 nm
mean distance converted: 42.49 angstrom
Fermi energy above E0: 0.00252 eV
plateau minus Fermi level: 0.00050 eV
bound levels, heavy and light mass along z: 1, 0
density ceiling: 6.89e+11 cm^-2
T/E0 with depletion charge equal to ns: 0.2824
NEGLECTED EFFECTS (first-order estimates)
exchange shift at subband bottom: -0.01214 eV
density parameter r_s: 2.74
image shift: 0.00507 eV
residual depletion density: 3.77e+09 cm^-2
residual depletion shift: 0.00025 eV
penetration shift: -0.00026 eV
oxide field: 0.186 MV/cm
oxide tunnelling exponent: 127
thermal energy kT: 0.000086 eV
thermal factor at plateau: 3.0e-03
```
